# Band-centre conductance of a (10,10) nanotube with one missing site

## Problem

An infinite (10,10) carbon nanotube is described by one pi orbital per atom. Nearest neighbours are coupled by $-t$ with $t=2.7$ eV, and all site energies are zero. Electrons do not interact, keep their phase, and have two equivalent spin states. One site is deleted together with its three bonds. Find the zero-temperature conductance at the band centre, $E=0$, before and after the deletion.

Conductance is $G=(2e^2/h)\,T$. Here $T$ is the transmission per spin summed over channels, and $2e^2/h=77.48$ microsiemens.

## A tempting solution

The clean tube has two channels at $E=0$, so $T=2$. To imitate a missing atom, keep the site but raise its energy to $U=10$ eV. The pi band extends only to $3t=8.1$ eV, so it seems that no band electron can occupy such a site. A scattering calculation then gives $T=1.9563$, or 151.6 microsiemens. The conclusion would be that one vacancy among the 40 atoms of a cell costs about 2% of the conductance.

The calculation for $U=10$ eV is correct. The fault is the step from a high site energy to a site that the wave at $E=0$ cannot enter. Let $\phi$ be the incident wave, $\psi$ the full wave, and $g(E)=\langle0|(E+i0-H)^{-1}|0\rangle$ the clean tube's Green function on the site, called 0. The scattering equation on that site reads
$$\psi(0)=\phi(0)+g\,U\psi(0)\quad\Rightarrow\quad \psi(0)=\frac{\phi(0)}{1-Ug}.$$
The wave at energy $E$ is kept off the site only if $|Ug|\gg1$. The relevant scale is therefore $1/|g|$, not the band edge, and $g$ has to be found.

## The clean tube

Let $d$ be the bond length and $a=\sqrt3\,d$ the period along the axis. Measured as (distance around the circumference, distance along the axis), an A atom has B neighbours at $(d,0)$ and $(-d/2,\pm a/2)$. For circumferential wavevector $K$ and axial wavevector $k$, with $\theta=ka/2$, the sum of the three phases is
$$f=e^{iKd}+2e^{-iKd/2}\cos\theta .$$
The Bloch matrix has off-diagonal elements $-tf$ and $-tf^*$, so $E=\pm t|f|$. The circumference is $3nd$, hence $K=2\pi q/(3nd)$ with $q=0,\dots,2n-1$. Writing $\alpha=3Kd/2=\pi q/n$,
$$|f|^2=1+4\cos\alpha\cos\theta+4\cos^2\theta=(2\cos\theta+\cos\alpha)^2+\sin^2\alpha .$$
A zero needs $\sin\alpha=0$, so only $q=0$ and $q=n$ can reach $E=0$. All other subbands obey $|E|\ge t\sin(\pi/n)$, which is 0.834 eV here.

In the Brillouin zone $-\pi<ka\le\pi$ we have $\cos\theta\ge0$. The zero then belongs to $q=n$, where $E=\pm t(1-2\cos\theta)$ vanishes at $\theta=\pm\pi/3$, that is, at $ka=\pm2\pi/3$. The slope there is
$$\left|\frac{dE}{d(ka)}\right|=\tfrac12\,2t\sin\frac{\pi}{3}=\frac{\sqrt3}{2}t=2.34\ \text{eV}.$$
Two bands cross at each of the two points, one rising and one falling. There are thus two right movers and two left movers, and the clean conductance is $4e^2/h$.

## The Green function on one site

The eigenvectors have equal weight on the two sublattices. With $2n$ atoms of each kind per cell, each Bloch state has weight $1/(4n)$ on every site, or 0.025 here.

First take $q=0$ and $q=n$. Their bands are $\pm t(1+2\cos\theta)$ and $\pm t(1-2\cos\theta)$, each over half a circle of $\theta$. Shifting $\theta$ by $\pi$ in the first pair joins them into two complete chain bands, $\varepsilon=\pm t(1-2\cos\theta)$, over the full circle. These are the bands of simple chains with site energies $\varepsilon_0=\pm t$ and hopping of magnitude $t$.

For a chain with hopping $b$, the outgoing Green function is $G_m=G_0e^{i\theta_0|m|}$, where $E-\varepsilon_0=2b\cos\theta_0$. Its equation at the source is
$$(E-\varepsilon_0)G_0-2be^{i\theta_0}G_0=1\quad\Rightarrow\quad G_0=\frac{1}{-2ib\sin\theta_0}.$$
An outgoing wave has positive velocity $-2b\sin\theta_0=\sqrt{4b^2-(E-\varepsilon_0)^2}$. Inside its band, $G_0$ is therefore $-i$ divided by this root.

Since $d(ka)/2\pi=2\,d\theta/2\pi$, each chain enters $g$ with the factor $2/(4n)$. For the remaining subbands, the pair $\pm t|f|$ gives $\tfrac12[1/(E-t|f|)+1/(E+t|f|)]=E/(E^2-t^2|f|^2)$. For $|E|<t\sin(\pi/n)$,
$$g(E)=\frac{-i}{2n}\sum_{\pm}\frac{1}{\sqrt{4t^2-(E\mp t)^2}}+\frac{1}{2n}\sum_{q\ne0,n}\int_{-\pi/2}^{\pi/2}\frac{d\theta}{\pi}\,\frac{E}{E^2-t^2|f|^2}.$$
The first part is imaginary. The second is real, odd in $E$, and negative for $E>0$, because each denominator is negative. At the band centre
$$g(0)=-\frac{i}{\sqrt3\,nt}=-0.02138\,i\ \text{eV}^{-1},\qquad \frac1{|g(0)|}=46.8\ \text{eV}.$$

This exposes the tempting solution numerically. For $U=10$ eV, $|Ug|=0.214$, so $|\psi(0)/\phi(0)|=1/\sqrt{1+0.214^2}=0.98$. At $E=0$ the supposedly forbidden site keeps 98% of the incident amplitude. This concerns the wave at that energy, not the site's total charge: summed over the filled band, the potential does remove most of the electron population from the site.

## Scattering from the missing site

From here to the end of this section, let $G=(E+i0-H)^{-1}$ denote the clean tube's Green operator, not the conductance. Eliminating $\psi(0)$ gives the full wave
$$\psi=\phi+G|0\rangle\tau\,\phi(0),\qquad \tau=\frac{U}{1-Ug}=\frac{1}{1/U-g}.$$
As $U\to\infty$, $\psi(0)\to0$. The other sites then obey the equations of a lattice without site 0, so deletion corresponds to $\tau=-1/g$.

Let $\psi_a$ be a propagating Bloch wave normalized to one per cell, $v_a=|dE/d(ka)|$, and $\chi_a=\psi_a/\sqrt{v_a}$, which carries unit flux in these units. Far from the site, the wavevector integral for $G$ is determined by its outgoing poles. Let $\kappa$ be the distance of $ka$ from the wavevector of an outgoing wave. For a right mover the denominator is $E+i0-\varepsilon\approx i0-v_a\kappa$, with its pole just above the real axis. To the right of the site the contour closes in the upper half plane, which gives $2\pi i\,(-1/v_a)/(2\pi)=-i/v_a$. For a left mover the slope and the closing direction are both reversed, and the result is the same. Hence $G|0\rangle\to-i\sum_a\chi_a\chi_a^*(0)$, summed over right movers on the right and left movers on the left. Therefore
$$S_{ab}=\delta_{ab}-i\tau\,\chi_a^*(0)\chi_b(0).$$

Define $\Gamma=-\mathrm{Im}\,g$. The imaginary part of $1/(E+i0-\varepsilon)$ is $-\pi\delta(E-\varepsilon)$, so
$$\Gamma=\pi\sum_a\frac{|\psi_a(0)|^2}{2\pi v_a}=\frac12\sum_a|\chi_a(0)|^2 .$$
Hence $u_a=\chi_a^*(0)/\sqrt{2\Gamma}$ is a unit vector. With $g=\Gamma(x-i)$ and $x=\mathrm{Re}\,g/\Gamma$, deletion gives
$$S=1+\frac{2i\Gamma}{g}uu^\dagger=1-\zeta uu^\dagger,\qquad \zeta=-\frac{2i}{x-i}=\frac{2}{1+ix}.$$

Transmission from left to right is the right-mover block $s=1-\zeta u_Ru_R^\dagger$. The Hamiltonian is real, so the complex conjugate of a right mover is a left mover with the same speed and the same weight on site 0. Right and left movers thus share $u$ equally, and $u_R^\dagger u_R=1/2$. For $M$ open channels,
$$T=\mathrm{Tr}\,ss^\dagger=M-2\,\mathrm{Re}\,\zeta\cdot\frac12+|\zeta|^2\cdot\frac14 .$$
Using $\mathrm{Re}\,\zeta=2/(1+x^2)$ and $|\zeta|^2=4/(1+x^2)$,
$$T=M-\frac{1}{1+x^2}=M-\frac{(\mathrm{Im}\,g)^2}{|g|^2}.$$

At $E=0$, $M=2$ and $x=0$, so $T=1$. **The conductance falls from $4e^2/h$ to $2e^2/h$**, or from 154.96 to 77.48 microsiemens. The corresponding resistance rises from 6.45 to 12.91 kilo-ohms.

The formula also shows which wave is stopped. A combination of the two incoming right movers with a node on site 0 is orthogonal to $u_R$ and passes freely. The combination along $u_R$ has transmission amplitude $1-\zeta/2$, which vanishes at $x=0$. Each original channel is a mixture of the two, so the vacancy does not simply close one valley and leave the other open.

For finite $U$, $g$ in the denominator of $T$ is replaced by $g-1/U$. At $E=0$ this makes $|x|=46.8\ \text{eV}/U$. For 10 eV, $T=2-1/(1+4.68^2)=1.956$, as found in the tempting solution. Even $U=46.8$ eV gives only $T=1.5$. Coming within 0.01 of $T=1$ requires $|x|\approx0.1$, or $U$ near 470 eV. In a calculation it is safer to remove the row and column of the site.

## Direct numerical demonstration

The result can be obtained without the site Green function. Build a cell of 40 atoms from the positions $(3jd,0)$, $((3j+1)d,0)$, $((3j+\tfrac32)d,a/2)$ and $((3j+\tfrac52)d,a/2)$, with $j=0,\dots,9$. Let $H_0$ couple atoms within a cell and $H_1$ couple a cell to the next. In the leads
$$H_1^\dagger\phi_{m-1}+(H_0-z)\phi_m+H_1\phi_{m+1}=0,\qquad z=E+i\eta,$$
with $\eta=10^{-6}$ eV. Setting $\phi_{m+1}=\lambda\phi_m$ turns this into a generalized eigenvalue problem for the pair $(\phi_m,\phi_{m+1})$. The 40-dimensional subspace with $|\lambda|<1$ defines a matrix $F$ through $\phi_{m+1}=F\phi_m$. Eliminating the right lead adds $\Sigma_R=H_1F$ to the last cell of the device. The same construction with $H_1$ and $H_1^\dagger$ exchanged gives $\Sigma_L$.

Take three cells as the device and delete one site from the middle cell. With $\mathcal G$ the device Green function and $\Gamma_{L,R}=i(\Sigma_{L,R}-\Sigma_{L,R}^\dagger)$,
$$T=\mathrm{Tr}\,[\Gamma_L\mathcal G\,\Gamma_R\mathcal G^\dagger].$$
At $E=0$ this gives $T=1.99999$ for the clean tube and $1.00000$ after deletion. The two leading transmission eigenvalues after deletion are 1.00000 and 0.00000, in agreement with the free and blocked combinations. The same calculation for (5,5) and (7,7) tubes also gives 2 and 1, within $10^{-4}$.

## Away from the band centre

The reduction to one quantum is the bottom of a dip, not a new plateau. In the two-channel window $T=1+x^2/(1+x^2)$, and $x$ is proportional to $E$ at small energy. The scattering calculation gives:

| $E$ (eV) | Clean channels | $T$ with vacancy |
|---|---:|---:|
| 0.05 | 2 | 1.060 |
| 0.10 | 2 | 1.205 |
| 0.30 | 2 | 1.712 |
| 0.70 | 2 | 1.961 |
| 1.20 | 6 | 5.566 |

These values agree with the formula within $10^{-4}$. From the four-decimal output for the first two rows, $x^2=(T-1)/(2-T)$ is 0.064 and 0.257. The ratio is 4.0, as linear $x$ requires. The blocked channel is half open at $|E|=0.195$ eV. The last row illustrates the general limit $M-T\le1$: in this model, deleting one site cannot cost more than one channel's worth of transmission.

At 300 K, with the chemical potential held at zero, averaging over the thermal window gives $T=1.047$, or 81.1 microsiemens. The increase is small because $k_BT=0.026$ eV is well below the half-depth energy.

## What changes in a real tube

The value $T=1$ at the crossing rests on $\mathrm{Re}\,g=0$, which follows here from equal site energies and bonds only between opposite sublattices. Second-neighbour hopping $-t'$ breaks this condition. Let $A$ be the matrix with ones for nearest neighbours. Its square counts two-step paths: three return to the starting atom and one reaches each second neighbour. Thus $H=-tA-t'(A^2-3)$, and the crossing, where $A$ has eigenvalue zero, moves to $E=3t'$. For eigenvalue $\lambda_A$ of $A$, the Green function there contains $1/(t\lambda_A+t'\lambda_A^2)$. The site weights are even in $\lambda_A$, so averaging the terms for $\pm\lambda_A$ gives
$$-\frac{t'}{t^2-t'^2\lambda_A^2}\approx-\frac{t'}{t^2},\qquad x\approx-\sqrt3\,n\frac{t'}{t}.$$
The approximation is leading order in $t'/t$. For an assumed $t'=0.10$ eV it gives $x=-0.642$; the computed value is $-0.644$. Then $T=1.293$ at the shifted crossing, or 100 microsiemens. The dip survives but moves: the lowest value on a scan with 0.06 eV spacing is 1.001, at 0.12 eV below the crossing.

The hopping of 2.7 eV and the bond length of 0.142 nm are inputs chosen for the program, close to rough typical values for carbon. With $t$ fixed, the bond length sets the scale of lengths such as the tube radius, $3nd/2\pi=0.68$ nm, but does not affect the transmission. Curvature, imitated by weakening the circumferential bonds by the factor 0.978, leaves $T=1.00000$: the bonds still join opposite sublattices, and the bands still cross at $E=0$. The sublattice condition alone is not enough. A twist that makes the two tilted bonds slightly unequal respects the sublattices but opens a gap, so that even the clean tube stops conducting at $E=0$. Changes right beside the vacancy can matter far more. An added bond between two of its neighbours, with an assumed coupling of $-1.35$ eV (the same sign as $-t$), gives $T=1.82$ or 1.77 at $E=0$ for the two orientations tried. In both cases the lowest scanned value, close to 1, lies at $-0.36$ eV. Raising all three neighbours by an assumed 0.5 eV, to imitate a local potential, gives $T=1.52$ at $E=0$.

These changes are estimates with chosen strengths, not relaxed or self-consistent structures. They show how local changes of this kind could keep a vacancy from halving the conductance at the crossing. Doping also matters: in the ideal model, a Fermi level 0.30 eV from the centre already restores $T$ to 1.71. The broken sigma bonds around a real vacancy, contacts, phonons, further defects and electron interactions are left out, so 77.48 microsiemens is the ideal model's result, not a prediction for a fabricated interconnect. The numerical output below lists the computed values.

## Table of computed values

```
tube indices: (10,10); atoms per cell: 40
nearest-neighbour hopping t: 2.70 eV
bond length: 0.142 nm; tube radius: 0.678 nm
numerical broadening eta: 1.0e-06 eV
band slope |dE/d(ka)|: 2.3386 eV
site weight of a crossing state: 0.02500
first gapped subband edge: 0.8343 eV
Im g at band centre: -0.021383 1/eV
|Re g| at band centre: 8.3e-12 1/eV
clean transmission at E=0: 1.99999
vacancy transmission at E=0: 1.00000
vacancy eigenvalues: 1.00000, 0.00000
conductance unit 2e^2/h: 77.481 microsiemens
clean conductance: 154.96 microsiemens
vacancy conductance: 77.48 microsiemens
E=0.05 eV: clean channels 2, vacancy T 1.0601
E=0.10 eV: clean channels 2, vacancy T 1.2047
E=0.30 eV: clean channels 2, vacancy T 1.7122
E=0.70 eV: clean channels 2, vacancy T 1.9613
E=1.20 eV: clean channels 6, vacancy T 5.5664
half-depth energy (T=1.5): 0.1949 eV
site potential 10 eV, no deletion: T 1.9563
site potential 46.77 eV, no deletion: T 1.5000
temperature: 300 K; kT: 0.02585 eV
thermally averaged vacancy T: 1.0471
thermal conductance: 81.13 microsiemens
second-neighbour hopping: 0.10 eV
shifted band crossing: 0.30 eV
Re g/|Im g| there: -0.6442; estimate -0.6415
curvature bond factor: 0.9781; T 1.00000
assumed new-bond hopping magnitude: 1.35 eV
assumed neighbour site shift: 0.50 eV
scan spacing: 0.06 eV; limits +/-0.72 eV
new axial bond: T at crossing 1.8158
  lowest scanned T 1.0006 at offset -0.36 eV
new tilted bond: T at crossing 1.7744
  lowest scanned T 0.9998 at offset -0.36 eV
neighbour shift: T at crossing 1.5171
  lowest scanned T 1.0176 at offset +0.18 eV
second-neighbour hopping: T at crossing 1.2933
  lowest scanned T 1.0011 at offset -0.12 eV
```
